# The Nambu–Jona-Lasinio gap equation and its massless pseudoscalar pole, part 2

Massless fermions can acquire a mass $M$ through their own interaction. The question now is whether a fermion–antifermion pair in the pseudoscalar channel then forms a massless bound state. The model has $N$ copies of a Dirac field, with $\hbar=c=1$ and metric $(+,-,-,-)$:

$$\mathcal L=\bar\psi\, i\gamma^\mu\partial_\mu\psi+G\left[(\bar\psi\psi)^2+(\bar\psi i\gamma_5\psi)^2\right],\qquad G>0 .$$

The second term is $\mathcal L_{\rm int}$. Each bilinear is summed over the copies. The matrix $\gamma_5$ squares to one and anticommutes with every $\gamma^\mu$. The chiral rotation $\psi\to e^{i\theta\gamma_5}\psi$ is a symmetry.

Everything is at leading order in $1/N$ with $GN$ held fixed; the terms dropped from the mass are smaller by $1/N$. Spatial momenta are cut at $|\mathbf p|<\Lambda$, while the energy variable is free. With $E=\sqrt{p^2+M^2}$,

$$I(M)=\int_{|\mathbf p|<\Lambda}\frac{d^3p}{(2\pi)^3}\,\frac{1}{2E},\qquad I(0)=\frac{\Lambda^2}{8\pi^2}.$$

All spatial integrals below carry this cutoff. The mean-field mass is $M=-2G\langle\bar\psi\psi\rangle$, with $\langle\bar\psi\psi\rangle=-4NM\,I(M)$, so that

$$M\left[1-8GN\,I(M)\right]=0 .$$

The nontrivial gap equation is $8GN\,I(M)=1$. It has a solution $M>0$, which is unique, if and only if $G>G_c$, where

$$G_c=\frac{\pi^2}{N\Lambda^2}.$$

The energy density $V(\sigma,\pi)$ is a function of two real variables, which enter the one-fermion Hamiltonian as $\beta\sigma+i\beta\gamma_5\,\pi$, with $\beta=\gamma^0$. It depends on $m=\sqrt{\sigma^2+\pi^2}$ alone, and

$$\frac{dV}{dm}=\frac{m}{2G}\left[1-8GN\,I(m)\right].$$

For $G>G_c$ it falls from $m=0$ down to $m=M$ and rises afterwards.

The numerical example has $N=3$, $\Lambda=650$ MeV, $G=1.3\,G_c=1.0123\times10^{-5}$ MeV$^{-2}$ and $M=310.8$ MeV.

Q: What is the ladder here? With a contact interaction I see no rungs.

A: The rungs have shrunk to points. A fermion and an antifermion meet at a point, the interaction acts, and a pair leaves to meet again. The vertex comes from $i\mathcal L_{\rm int}=iG(\bar\psi i\gamma_5\psi)^2$. Either of the two equal bilinears can receive the incoming pair, so a rung is $2iG$ with a matrix $i\gamma_5$ at each end. Between two rungs runs a closed loop, which I call $-i\Pi$. Hence

$$iT=2iG+2iG(-i\Pi)2iG+\dots$$

Each further rung multiplies the previous term by $(-i\Pi)(2iG)=2G\Pi$, and the geometric series sums to

$$T=\frac{2G}{1-2G\Pi}.$$

Each closed loop has a free sum over $N$ copies, which compensates the $1/N$ in $G$. Arrangements without that sum are smaller by $1/N$, as were the terms dropped from the mass. The mass and the ladder are therefore treated to the same order.

Q: Could the pair not switch into the scalar channel on the way?

A: The loop joining the two channels contains $\mathrm{tr}[\gamma_5(\gamma\!\cdot\!k+M)(\gamma\!\cdot\!p+M)]$. The trace of $\gamma_5$ with fewer than four $\gamma^\mu$ vanishes, and here there are at most two. The channels do not mix.

Q: Then compute $\Pi$, and keep track of the factors of $i$.

A: The propagator is $iS(p)$, with $S(p)=(\gamma\!\cdot\!p+M)/D_p$ and $D_p=p^2-M^2+i\epsilon$. A closed fermion loop carries a factor $-1$. With $k=p+q$,

$$-i\Pi=-N\int\frac{d^4p}{(2\pi)^4}\mathrm{tr}\left[i\gamma_5\,iS(k)\,i\gamma_5\,iS(p)\right].$$

The four factors of $i$ multiply to one. Moving $\gamma_5$ through gives $\gamma_5(\gamma\!\cdot\!k+M)\gamma_5=-\gamma\!\cdot\!k+M$, and the trace of the numerator is $4(M^2-k\!\cdot\!p)$. So

$$-i\Pi=4N\int\frac{d^4p}{(2\pi)^4}\frac{k\!\cdot\!p-M^2}{D_kD_p}.$$

From $q=k-p$ we have $q^2=k^2+p^2-2k\!\cdot\!p$, hence

$$k\!\cdot\!p-M^2=\tfrac12\left[(k^2-M^2)+(p^2-M^2)-q^2\right].$$

The first two terms each cancel one denominator:

$$-i\Pi=2N\int\frac{d^4p}{(2\pi)^4}\left[\frac1{D_p}+\frac1{D_k}-\frac{q^2}{D_kD_p}\right].$$

Q: The usual next move is to shift $k$ back to $p$ in the second term. With a cutoff I do not accept that.

A: You are right for a spatial shift. So take the pair at rest, $q=(q_0,\mathbf 0)$. Then $\mathbf k=\mathbf p$, and the shift affects $p_0$ alone, which runs over the whole real line. The integral over $1/D_k$ converges in $p_0$, so this shift is allowed. Rotating the contour, $p_0=ip_4$, gives

$$\int\frac{dp_0}{2\pi}\frac1{D_p}=-i\int\frac{dp_4}{2\pi}\frac1{p_4^2+E^2}=-\frac{i}{2E}.$$

The first two terms together contribute $2N(-2iI)=-4iNI$ to $-i\Pi$. Multiplying by $i$, they contribute $4NI$ to $\Pi$.

For the third term set $q_0=iQ$ with real $Q$. The function $1/(p_4^2+E^2)$ is the Fourier transform of $e^{-E|\tau|}/(2E)$. The convolution of two such functions becomes the transform of a square:

$$\int\frac{dp_4}{2\pi}\frac{1}{(p_4^2+E^2)[(p_4+Q)^2+E^2]}=\int d\tau\,\frac{e^{-2E|\tau|}}{4E^2}e^{iQ\tau}=\frac1{E(4E^2+Q^2)} .$$

The last step uses $\int d\tau\,e^{-a|\tau|}e^{iQ\tau}=2a/(a^2+Q^2)$ with $a=2E$. Continuing back with $Q^2=-q_0^2$, and restoring the $i$ from $dp_0=i\,dp_4$, the energy integral is $i/[E(4E^2-q_0^2)]$. Define, for $q_0^2<4M^2$,

$$K(q_0^2)=\int\frac{d^3p}{(2\pi)^3}\frac1{E(4E^2-q_0^2)} .$$

The third term contributes $-2iNq_0^2K$ to $-i\Pi$, hence $+2Nq_0^2K$ to $\Pi$. Altogether

$$\Pi(q_0^2)=4N\,I(M)+2N\,q_0^2\,K(q_0^2).$$

Q: So where is the pole?

A: Insert this in the denominator of $T$:

$$1-2G\Pi=\left[1-8GN\,I(M)\right]-4GN\,q_0^2\,K(q_0^2).$$

The bracket is the one in the gap equation. For $M>0$ the value $K(0)$ is finite and positive, so the second term vanishes at $q_0=0$. The denominator is then zero at $q_0^2=0$ if and only if $8GN\,I(M)=1$. The zero is simple, because the coefficient of $q_0^2$ there is $-4GN\,K(0)\neq0$. Within this approximation, a ladder built on fermions of mass $M>0$ has a massless pole when $M$ solves the nontrivial gap equation, and for no other $M>0$.

Q: Two different calculations produce the same bracket. That looks like an accident of the algebra.

A: The energy density explains it. Stand at $\sigma=M$ and displace the field slightly in the $\pi$ direction. Then $m=\sqrt{M^2+\pi^2}\approx M+\pi^2/(2M)$, and $V$ changes by $V'(M)\,\pi^2/(2M)$. The curvature along $\pi$ is therefore

$$\frac{V'(M)}{M}=\frac{1-8GN\,I(M)}{2G}=\frac{1-2G\Pi(0)}{2G}.$$

The denominator of the ladder at zero energy is, up to $2G$, the restoring force against a pseudoscalar displacement. The symmetry makes $V$ depend on $m$ alone, so the minima form a circle. Where the slope across the circle vanishes, which is the gap equation, the force along it vanishes too. A uniform displacement along the circle costs no energy, and the massless mode is that displacement.

Q: At the pole $2G\Pi=1$. Your geometric series diverges there, so how can you trust its sum?

A: Combine the two parts of $\Pi$ under one integral. With $4NI=\int 2N/E$,

$$\frac{2N}{E}+\frac{2Nq_0^2}{E(4E^2-q_0^2)}=\frac{8NE}{4E^2-q_0^2}.$$

At $q_0^2=-Q^2<0$ and on the gap solution, $2G\Pi=16GN\int\frac{d^3p}{(2\pi)^3}\,E/(4E^2+Q^2)$. This is positive and smaller than its value at $Q=0$, which is one. The series converges for every $Q^2>0$, and the pole is reached by continuing the sum to $Q^2\to0$. The divergence at the endpoint is how the bound state appears.

Q: Now the case $M=0$ with a weak coupling. It satisfies $M[1-8GNI]=0$. Where is its massless particle?

A: There is none, and this is why the statement needs the equation after division by $M$. At $M=0$ the function $K$ is

$$K(-Q^2)=\frac{1}{2\pi^2}\int_0^\Lambda\frac{p\,dp}{4p^2+Q^2}=\frac1{16\pi^2}\ln\left(1+\frac{4\Lambda^2}{Q^2}\right).$$

It diverges at $Q\to0$, but $Q^2K$ still tends to zero. So $2G\Pi(0)=8GN\,I(0)=G/G_c$, and

$$T(0)=\frac{2G}{1-G/G_c}.$$

At $G=0.8\,G_c$ the ladder enhances the bare interaction by $1/(1-0.8)=5$, a finite number. At $G=G_c$ the enhancement diverges, but for small $Q$

$$T\approx\frac{1}{2NQ^2K}\approx\frac{8\pi^2}{N\,Q^2\ln(4\Lambda^2/Q^2)},$$

and because of the logarithm this is not a simple pole. For $G>G_c$ on the massless state, $1-2G\Pi$ is negative at $Q=0$ and tends to one at large $Q$, so it vanishes at some $Q^2>0$. That means $q_0^2<0$: a perturbation that grows in time, as expected at the top of the energy hill.

Q: Is the residue that of a real particle, or could it have the wrong sign?

A: On the gap solution the bracket drops out and

$$T=-\frac{1}{2N\,q_0^2K(q_0^2)}\approx-\frac{g^2}{q_0^2},\qquad g^2=\frac1{2N\,K(0)} .$$

Exchange of a massless particle with coupling $g$ to $\bar\psi i\gamma_5\psi$ gives $(ig)^2\,i/q_0^2=-ig^2/q_0^2$, which must be compared with $iT$. The signs agree and $g^2$ is positive, as for a particle of positive norm.

For $K(0)=\int\frac{d^3p}{(2\pi)^3}\,1/(4E^3)$ use $d(p/E)/dp=M^2/E^3=1/E-p^2/E^3$. Hence $\int_0^\Lambda p^2dp/E^3=\operatorname{arsinh}(\Lambda/M)-\Lambda/E_\Lambda$ with $E_\Lambda=\sqrt{\Lambda^2+M^2}$, and

$$K(0)=\frac{1}{8\pi^2}\left[\operatorname{arsinh}\frac\Lambda M-\frac{\Lambda}{E_\Lambda}\right].$$

In the example the bracket is $1.4839-0.9022=0.5817$, so $K(0)=0.5817/78.96=7.367\times10^{-3}$. Then $g^2=1/(6\times7.367\times10^{-3})=22.6$ and $g=4.76$.

Q: Let me spoil the gap equation on purpose. What happens to the pole?

A: Keep $G>G_c$ fixed and let $M$ be any trial mass in the propagators. The pole moves away from zero, to the side given by the sign of $1-8GN\,I$, since $K>0$ below the pair threshold $q_0^2=4M^2$. It cannot be lost into the pair continuum, because at the threshold $2G\Pi=(G/G_c)\left[\sqrt{1+x^2}+x^2\operatorname{arsinh}(1/x)\right]$ with $x=M/\Lambda$, which exceeds one. To find it, replace the momentum integral by a sum over Gauss–Legendre points $p_i$ with weights $w_i$ that include $p^2/(2\pi^2)$. The pole condition becomes

$$1=\sum_i\frac{u_i^2}{4E_i^2-q_0^2},\qquad u_i^2=16GN\,w_iE_i .$$

This is the eigenvalue condition of the matrix $4E_i^2\delta_{ij}-u_iu_j$. Indeed $(4E_i^2-q_0^2)a_i=u_i\sum_ju_ja_j$ yields it after division by the first factor, multiplication by $u_i$ and summation. With 80 points, the lowest eigenvalue at fixed $G=1.3\,G_c$ is:

| mass in the propagators | $q_0^2$ (MeV$^2$) |
|---|---|
| $0.8\,M$ | $-6.66\times10^4$ |
| $M$ | $0.00$ |
| $1.2\,M$ | $8.85\times10^4$ |

Too small a mass gives an unstable mode, too large a mass a mode of nonzero real energy, which at $1.2\,M$ is $\sqrt{8.85\times10^4}\approx297$ MeV.

Q: And if the fermions have a small mass from the start?

A: Add $-m_0\bar\psi\psi$ to the Lagrangian. The mean field becomes $M=m_0+8GNM\,I(M)$, so the bracket equals $m_0/M$ instead of zero. The loop is unchanged, and the pole sits at

$$q_0^2=\frac{m_0}{4GN\,M\,K(q_0^2)} .$$

For small $m_0$ use $K(0)$ and $M$ from the symmetric model. Since $1/[4GN\,K(0)]=g^2/(2G)$, this gives $q_0^2\approx m_0g^2/(2GM)$, and the mode's mass grows as $\sqrt{m_0}$. With $m_0=5$ MeV,

$$q_0^2\approx\frac{5\times22.62}{2\times1.0123\times10^{-5}\times310.8}\approx1.80\times10^4\ \text{MeV}^2,$$

or about $134$ MeV. Solving both equations numerically gives $M=324.7$ MeV and a mode mass of $133.7$ MeV. The estimate is this close because the changes of the two factors in the product $M K$ nearly cancel: $M$ has risen by 4.5 percent, while $K(q_0^2)$ at the new mass lies about 3.7 percent below the old $K(0)$. A bare mass of 5 MeV thus produces a much heavier mode, although one still far below the pair threshold.

Q: You have kept the pair at rest. A massless particle should have energy $|\mathbf k|$ when it moves. Does yours?

A: Not with this cutoff. Give the pair a small momentum $\mathbf k$ and let the two propagators carry $\mathbf p\pm\mathbf k/2$ with $|\mathbf p|<\Lambda$. The first two terms of $\Pi$ become $2N\int\frac{d^3p}{(2\pi)^3}\,[f(\mathbf p+\mathbf k/2)+f(\mathbf p-\mathbf k/2)]$, with $f=1/(2E)$. To second order the sum is $2f+\tfrac14k_ik_j\partial_i\partial_jf$. Averaging over directions replaces $k_ik_j$ by $\mathbf k^2\delta_{ij}/3$, and the correction becomes $\mathbf k^2\nabla^2f/12$. By the divergence theorem its integral is a surface term:

$$2N\,\frac{\mathbf k^2}{12}\,\frac{4\pi\Lambda^2}{(2\pi)^3}\left(-\frac{\Lambda}{2E_\Lambda^3}\right)=-\frac{N\,\mathbf k^2\Lambda^3}{24\pi^2E_\Lambda^3}.$$

The third term gives $2N(q_0^2-\mathbf k^2)K(0)$ at this order. On the gap solution

$$1-2G\Pi\approx-4GN\,K(0)\left[q_0^2-v^2\mathbf k^2\right],$$
$$v^2=1+\frac{(\Lambda/E_\Lambda)^3}{6\left[\operatorname{arsinh}(\Lambda/M)-\Lambda/E_\Lambda\right]}.$$

In the example $v^2=1+0.7343/(6\times0.5817)=1.21$.

Q: Faster than light. Does that not ruin the result?

A: It shows how far the result reaches. The excess is a surface term at $|\mathbf p|=\Lambda$, so it is an artefact of the cutoff. It even depends on how the momentum is routed. With $\mathbf p$ and $\mathbf p+\mathbf k$ in the propagators, the second-order term is $\tfrac12k_ik_j\partial_i\partial_jf$, and the excess doubles. It disappears only logarithmically as $\Lambda/M$ grows. Both routings cut the loop variable and do not keep both fermion momenta below $\Lambda$, so they are prescriptions added to the model. If instead both fermion momenta are kept below $\Lambda$, as a Hamiltonian containing only those modes requires, the region of integration is the overlap of two spheres a distance $|\mathbf k|$ apart. Its volume is smaller than one sphere by $\pi\Lambda^2|\mathbf k|$ at leading order. With the integrand $2N/E_\Lambda$ at the surface, $\Pi$ drops by $N\Lambda^2|\mathbf k|/(4\pi^2E_\Lambda)$, and $q_0^2$ grows linearly in $|\mathbf k|$, so there is no finite speed at all. The dispersion of the moving mode thus depends on how the cutoff is applied to it and is not a physical prediction. The energy still goes to zero with $\mathbf k$, and the pole at rest used no spatial shift. What has been shown is that the mode has zero energy at rest, at leading order in $1/N$, when the nontrivial gap equation holds.
